# Does a higher boson energy raise the superconducting transition temperature?

## The argument under review

The argument starts from a transition temperature written as a boson energy times an exponential,

$$T_c\sim\omega\,e^{-1/(\lambda-\mu^*)},$$

and reads the prefactor as a design rule: replace the phonon by a boson of higher energy $\omega$, and $T_c$ rises in proportion. A second version is more careful. It notes that the coupling $\lambda$ falls as $\omega^{-2}$ and that the Coulomb pseudopotential $\mu^*$ grows toward the bare repulsion $\mu$ as $\omega$ approaches electronic energies. It concludes that $T_c$ has an optimum.

Neither version says what is held fixed while $\omega$ changes. Does the optimum depend on that choice, and does it survive when the McMillan formula is replaced by the equations it approximates?

I consider one boson of a single energy, isotropic pairing and a constant density of states $N(0)$ per spin. The Coulomb repulsion is instantaneous, with dimensionless strength $\mu$, and acts up to an electronic cutoff $E_F$. These electronic quantities stay fixed. Units have $\hbar=k_B=1$, and energies and temperatures are in mRy. Vertex corrections to the electron–boson coupling are neglected, which requires $\omega\ll E_F$ and also $\lambda\omega\ll E_F$, with $\lambda$ the coupling constant defined below.

## What the boson energy does to the coupling

Let an ion of mass $M$ sit in a harmonic well with spring constant $K$, so that $\omega^2=K/M$. An electron feels the displacement $x$ through $Ix$, where $I$ is the electronic matrix element of the potential gradient. From $x=(a+a^\dagger)/\sqrt{2M\omega}$, the amplitude for emitting one boson is

$$g=I\langle1|x|0\rangle,\qquad g^2=\frac{I^2}{2M\omega}.$$

Exchange of this boson at imaginary frequency $\nu$ has two time orderings. Their sum gives the attraction, counted as positive:

$$g^2\left[\frac1{\omega-i\nu}+\frac1{\omega+i\nu}\right]=\frac{2g^2\omega}{\omega^2+\nu^2}.$$

Multiplying by $N(0)$, averaging over the Fermi surface and inserting $g^2$ cancels the factor $2\omega$:

$$\lambda(\nu)=\frac{\Omega^2}{\omega^2+\nu^2},\qquad \Omega^2=\frac{N(0)\langle I^2\rangle}{M}.$$

The usual coupling constant is the static value,

$$\lambda=\lambda(0)=\frac{\Omega^2}{\omega^2}=\frac{N(0)\langle I^2\rangle}{M\omega^2}=\frac{N(0)\langle I^2\rangle}{K}.$$

The last two forms separate two experiments. If $\omega$ is raised by making the ion lighter, $K$ and $I$ are unchanged and so is $\lambda$. If it is raised by stiffening the spring at fixed $M$ and $I$, then $\lambda\propto\omega^{-2}$. The second version of the argument therefore describes stiffening, not an isotope change.

## Why the Coulomb term grows

The linearized Eliashberg equations at Matsubara frequencies $\omega_n=(2n+1)\pi T$ are

$$Z_n\Delta_n=\pi T\sum_m\left[\lambda(\omega_n-\omega_m)-\mu\right]\frac{\Delta_m}{|\omega_m|},$$

$$Z_n=1+\frac{\pi T}{\omega_n}\sum_m\lambda(\omega_n-\omega_m)\,\mathrm{sgn}\,\omega_m .$$

Here $\Delta_n$ is the gap function, $Z_n$ is the mass renormalization, and the gap sum is cut at $|\omega_m|=E_F$. The transition temperature is the highest $T$ with a nonzero solution.

Choose a frequency $\omega_c$ well above $\omega$ and well below $E_F$. Above it the boson attraction is small and $Z_n\approx1$, so the gap there is a constant $\Delta_\infty$ set by the repulsion. Let $S=\pi T\sum_{|\omega_m|<\omega_c}\Delta_m/|\omega_m|$ be the low-frequency pair amplitude. The high-frequency sum contains

$$\pi T\sum_{\omega_c<|\omega_m|<E_F}\frac1{|\omega_m|}\approx\int_{\omega_c}^{E_F}\frac{d\nu}{\nu}=\ln\frac{E_F}{\omega_c}\equiv L,$$

because the two signs of frequency supply a factor 2 and the spacing is $2\pi T$. Hence

$$\Delta_\infty=-\mu(S+L\Delta_\infty)\quad\Rightarrow\quad\Delta_\infty=-\frac{\mu}{1+\mu L}S .$$

The Coulomb term in the low-frequency equations is the same quantity, $-\mu(S+L\Delta_\infty)$. Those equations can therefore be cut at $\omega_c$ if $\mu$ is replaced by $\mu/(1+\mu L)$. The gap has the opposite sign at high frequency, and this lowers the cost of the repulsion.

The McMillan model places the lower end of the logarithm at $\omega$ itself:

$$\frac1{\mu^*}=\frac1\mu+\ln\frac{E_F}{\omega}.$$

Differentiating gives $-d\mu^*/\mu^{*2}=-d\ln\omega$, or

$$\frac{d\mu^*}{d\ln\omega}=\mu^{*2}.$$

A faster boson leaves a shorter frequency interval in which the repulsion can be reduced. Formally $\mu^*\to\mu$ as $\omega\to E_F$, although the assumption $\omega\ll E_F$ has failed by then.

The replacement with $\omega_c$ well above $\omega$ can be checked in the full equations; this check does not test the McMillan choice of placing the cutoff at $\omega$ itself. For $\mu=0.5$, $E_F=500$, $\lambda=0.6$ and $\omega=5$ mRy, $T_c=0.0557$ mRy. Lowering the cutoff to 100 mRy and using the reduced value 0.277 gives 0.0558 mRy (the last digit depends on how the final Matsubara frequency is weighted; a sharp cut gives 0.0557). Lowering the cutoff but keeping $\mu=0.5$ gives 0.0220 mRy.

## The slope in the McMillan model

The model is

$$T_c=\frac{\omega}{1.2}\exp\left[-\frac{1.04(1+\lambda)}D\right],\qquad D=\lambda-\mu^*(1+0.62\lambda),$$

for $D>0$. Call the positive quantity in the exponent $F=1.04(1+\lambda)/D$. Since $\partial D/\partial\mu^*=-(1+0.62\lambda)$,

$$\frac{\partial F}{\partial\mu^*}=\frac{1.04(1+\lambda)(1+0.62\lambda)}{D^2}.$$

Since $\partial D/\partial\lambda=1-0.62\mu^*$, the quotient rule gives

$$\frac{\partial F}{\partial\lambda}=\frac{1.04}{D^2}\left[D-(1+\lambda)(1-0.62\mu^*)\right].$$

In the bracket $\lambda$ cancels, as does $0.62\lambda\mu^*$. What remains is $-1-\mu^*+0.62\mu^*=-(1+0.38\mu^*)$.

Now let $\lambda\propto\omega^{-p}$, so that $d\lambda/d\ln\omega=-p\lambda$. With $\ln T_c=\ln\omega-F+\text{const}$,

$$\frac{d\ln T_c}{d\ln\omega}=1-\frac{1.04}{D^2}\left[p\lambda(1+0.38\mu^*)+\mu^{*2}(1+\lambda)(1+0.62\lambda)\right].$$

The 1 is the proportionality the argument relies on. The first term in the bracket is the loss from weaker attraction, the second the loss from stronger repulsion. Lighter ions have $p=0$; stiffer springs have $p=2$.

## Lighter ions: a Coulomb maximum

For $p=0$ the slope vanishes when

$$D=\mu^*R,\qquad R=\sqrt{1.04(1+\lambda)(1+0.62\lambda)},$$

where the positive root is taken because $D>0$. Inserting $D$ and collecting $\mu^*$ gives

$$\mu^*_{\rm opt}=\frac{\lambda}{1+0.62\lambda+R},\qquad \omega_{\rm opt}=E_F\exp\left(\frac1\mu-\frac1{\mu^*_{\rm opt}}\right).$$

As $\omega$ rises, $\mu^*$ rises and $D$ falls, so the slope decreases steadily. Its zero is therefore a single maximum. It lies below $E_F$ if $\mu>\mu^*_{\rm opt}$, but it lies in the range $\omega\ll E_F$, where the model applies, only if $1/\mu^*_{\rm opt}-1/\mu$ is well above 1. For smaller $\mu$ the pseudopotential does not reach the required value, and the model's $T_c$ rises all the way to $E_F$, though more slowly than $\omega$ if $\mu>0$. For $\lambda\ll1$, $R\to\sqrt{1.04}\approx1.02$ and $\mu^*_{\rm opt}\approx\lambda/2$: the maximum comes when the repulsion has grown to about half the attraction.

Take the round values $E_F=500$ mRy, $\mu=0.5$, $\lambda=0.6$. Then $1+0.62\lambda=1.372$ and $R=\sqrt{1.04\times1.6\times1.372}=1.511$, so

$$\mu^*_{\rm opt}=\frac{0.6}{1.372+1.511}=0.208,$$

$$\omega_{\rm opt}=500\,e^{2-4.805}\approx30.3\ \text{mRy}=0.41\ \text{eV}.$$

With $D=0.2081\times1.511=0.3144$, the exponent is $-1.04\times1.6/0.3144=-5.29$, and $T_c=(30.26/1.2)e^{-5.29}\approx0.127$ mRy, or 20 K.

The Eliashberg equations, solved with bare $\mu$ and cutoff $E_F$, give the last column:

| $\omega$ (mRy) | $\mu^*$ | McMillan slope | McMillan $T_c$ (mRy) | Eliashberg $T_c$ (mRy) |
|---:|---:|---:|---:|---:|
| 5 | 0.151 | 0.66 | 0.060 | 0.056 |
| 10 | 0.169 | 0.52 | 0.091 | 0.082 |
| 20 | 0.192 | 0.26 | 0.120 | 0.106 |
| 30 | 0.208 | 0.01 | 0.127 | 0.111 |
| 40 | 0.221 | −0.26 | 0.123 | 0.106 |
| 60 | 0.243 | −0.89 | 0.098 | 0.085 |

The maximum survives, between 20 and 40 mRy for this frequency cutoff. Its position and height depend on how $E_F$ enters. A flat band of half-width $E_F$, which keeps the same Coulomb logarithm but also limits the boson sums, still gives a maximum, but between 40 and 90 mRy, with about 0.15 mRy at 60 mRy. The close match in position with the formula is therefore specific to the cutoff used here. The highest scanned value is 17.5 K, and McMillan's value at the same energy is about 14% above it.

The control is to remove the repulsion. With $\mu=0$, fixed $\lambda$ and a remote cutoff, $\omega$ is the one energy scale left, so $T_c\propto\omega$. Raising $\omega$ from 5 to 30 mRy then multiplies the Eliashberg $T_c$ by 6.00. With $\mu=0.5$ the same step multiplies it by 1.99. The proportional rule thus holds at fixed $\lambda$ without Coulomb repulsion, and here the repulsion removes most of the gain.

The slope also has a direct isotope reading. At fixed $K$, $\ln\omega=-\tfrac12\ln M+\text{const}$, so the exponent in $T_c\propto M^{-\alpha}$ is half the slope. In the McMillan model it is 0.33 at 5 mRy, zero at the maximum and $-0.13$ at 40 mRy. Beyond the maximum, lighter ions lower $T_c$.

Two limits on this example matter. A twelvefold range of $\omega$ at fixed $K$ needs a 144-fold range of mass, so the table is a scan of a model, not of isotopes; 0.41 eV is also far above the phonon energies of ordinary metals, and the negative exponent found here assumes harmonic ions and should not be taken as the explanation of inverse isotope effects in real compounds. And $\omega/E_F$ is 0.06 at the maximum and 0.12 at the end of the scan, so the neglect of vertex corrections becomes less secure toward the right of the maximum.

## Stiffer springs: an optimum of the formula

For $p=2$ the argument's $\omega^{-2}$ law applies. Consider $\mu=0$ first. Then $\mu^*=0$, $D=\lambda$, and the slope is

$$\frac{d\ln T_c}{d\ln\omega}=1-\frac{2.08}{\lambda}.$$

The formula has a maximum at $\lambda=2.08$ with no Coulomb term present. The growth of $\mu^*$ is therefore not needed for this optimum.

With $\mu=0.5$, $E_F=500$ mRy and $\Omega=4$ mRy, the maximum lies at $\omega=2.316$ mRy, where $\lambda=(4/2.316)^2=2.98$ and $\mu^*=0.136$. There

$$D=2.9826-0.1356(1+0.62\times2.9826)=2.596,$$

$$T_c=\frac{2.316}{1.2}\exp\left(-\frac{1.04\times3.983}{2.596}\right)\approx0.39\ \text{mRy},$$

which is 62 K. The two losses in the slope are 0.968 from falling $\lambda$ and 0.032 from growing $\mu^*$; they add to 1, as they must at a maximum. The repulsion does shift the optimum from $\lambda=2.08$ to 2.98, but mainly through its size in $D$, not through its growth with $\omega$.

This optimum sits at strong coupling, so the formula has to be examined there. Let $\omega\to0$ at fixed $\Omega$. Then $\lambda\to\infty$ while $\mu^*\to0$ logarithmically, and

$$\frac{1.04(1+\lambda)}{D}\to\frac{1.04}{1-0.62\mu^*}\to1.04 .$$

The exponential saturates, and the prefactor drives $T_c$ to zero as $\omega e^{-1.04}/1.2$. That low-energy fall is what creates the maximum. The Eliashberg equations do not share it.

## What a soft boson does in the Eliashberg equations

Separate the term $m=n$, which has zero frequency transfer and carries the diverging $\lambda(0)=\Omega^2/\omega^2$. On the left, through $Z_n\Delta_n$, it contributes

$$\frac{\pi T}{\omega_n}\lambda(0)\,\mathrm{sgn}(\omega_n)\,\Delta_n=\frac{\pi T\lambda(0)}{|\omega_n|}\Delta_n .$$

On the right, the boson term with $m=n$ is the same expression. The two cancel. Scattering without energy transfer, however strong, does not affect isotropic pairing in these equations. The remaining couplings involve

$$\lambda(2\pi Tl)=\frac{\Omega^2}{\omega^2+(2\pi Tl)^2},\qquad l\ge1,$$

and stay finite as $\omega\to0$. A diverging $\lambda$ thus harms nothing, and $T_c$ can tend to a finite limit.

A truncation shows the mechanism. Keep the two lowest frequencies, $\pm\pi T$, with equal gaps, and let $\hat\mu$ be the repulsion reduced to this small window. In $Z_0$, the couplings to positive and negative frequencies cancel in pairs once the $m=n$ term is removed, leaving 1. The right side has attraction $\lambda(2\pi T)$ from the opposite frequency and repulsion $\hat\mu$ from both, so

$$1=\lambda(2\pi T_c)-2\hat\mu .$$

Solving for the temperature,

$$T_c=\frac1{2\pi}\sqrt{\frac{\Omega^2}{1+2\hat\mu}-\omega^2}.$$

At fixed $\hat\mu$ this is largest at $\omega=0$ and falls quadratically from there. For $\mu=0$ the limit is $\Omega/2\pi=0.159\,\Omega$; the full equations give $0.183\,\Omega$. The truncation is a guide for soft bosons. It fails for stiffer ones: at $\mu=0$ it predicts $T_c=0$ when $\omega=\Omega$, where the full equations still give 0.458 mRy for $\Omega=4$ mRy.

The full results with $\mu=0.5$ are:

| $\omega$ (mRy) | $\lambda$ | McMillan $T_c$ (mRy) | Eliashberg $T_c$ (mRy) |
|---:|---:|---:|---:|
| 0 (limit) | ∞ | 0 | 0.588 |
| 0.5 | 64 | 0.134 | 0.583 |
| 1 | 16 | 0.250 | 0.567 |
| 2 | 4 | 0.383 | 0.503 |
| 3 | 1.78 | 0.356 | 0.385 |
| 4 | 1 | 0.218 | 0.218 |
| 5 | 0.64 | 0.078 | 0.073 |

The Eliashberg column falls at every step. From the soft limit it drops by 0.005 mRy at $\omega=0.5$ and by 0.020 mRy at $\omega=1$, a factor of four for a doubled energy, which is the quadratic start found above. At the McMillan optimum the Eliashberg value is 75 K, not 62 K, and the soft limit is higher still, 93 K. The scan with $\mu=0$ (0, 2 and 4 mRy) also falls at each step. This is numerical evidence on the scanned points, not a proof for every $\mu$ and $\omega$.

The two columns cross near $\lambda=1$: the McMillan value is about 7% above the Eliashberg value at $\lambda=0.64$ and about 8% below it at $\lambda=1.78$. The coincidence at $\omega=4$ mRy is specific to these parameters; with $\mu=0$ the formula gives $(4/1.2)e^{-2.08}=0.416$ mRy there, against 0.458 mRy. The two methods separate strongly on the soft side. There the pseudopotential formula has also lost its meaning: the lowest Matsubara frequency is $\pi T_c\approx1.8$ mRy in the soft limit, so for $\omega=0.5$ mRy there are no frequencies between $\omega$ and $\pi T_c$ over which the logarithm could continue.

On the stiff side the failure of the proportional rule is plain in both methods. Raising $\omega$ from 4 to 5 mRy, a gain of 25% in the prefactor, lowers the Eliashberg $T_c$ by a factor of three. In the McMillan model $T_c$ reaches zero at $\omega=9.3$ mRy, where $\lambda=0.19$ no longer exceeds $\mu^*(1+0.62\lambda)$. The Eliashberg scan stops at 5 mRy and does not test that endpoint.

The soft limit is not a recipe either. It keeps $\Omega$ fixed and the harmonic approximation in force while $K\to0$, where a real lattice may become anharmonic or unstable. The neglect of vertex corrections also fails in the limit, because $\lambda\omega/E_F=\Omega^2/(\omega E_F)$, which is 0.064 at $\omega=0.5$ mRy, grows without bound as $\omega\to0$. Thermal motion makes this worse: it multiplies the mean-square displacement of the ion by $\coth(\omega/2T)$, which is about 2.5 for $\omega=0.5$ mRy at its $T_c$ and raises the estimate to about 0.16. The calculation shows that the pairing equations impose no penalty on softness in this model; it does not show that a crystal can be made that soft.

## Changes required

The claim of proportionality should be restricted to fixed $\lambda$ and negligible Coulomb repulsion. The claim of an optimum should name its route. For lighter ions, the text should drop the $\omega^{-2}$ law and attribute the maximum to the growth of $\mu^*$, with the McMillan condition $\mu>\mu^*_{\rm opt}$. That condition is necessary but not sufficient for a maximum inside the model's range: at $\lambda=0.6$ and $\mu=0.25$ the formula gives $\omega_{\rm opt}=E_F\,e^{4-4.805}\approx0.45\,E_F$, where $\omega\ll E_F$ no longer holds. The Eliashberg maximum was shown here for $\mu=0.5$; at $\mu=0.25$ the same equations give a $T_c$ that rises at every scanned point from 40 to 400 mRy, with no maximum where the formula places one. For stiffer springs, the optimum should be presented as a property of the McMillan formula outside its reliable range, and any prediction at $\lambda$ of 2 or more should be recomputed from the Eliashberg equations. For a different kind of boson, neither route may apply: one must first establish how its coupling depends on its energy. The remaining figures are in the numerical output below.

## Table of computed values

```
E_F = 500 mRy; bare mu = 0.50
1 mRy = 157.888 K = 0.013606 eV
Elimination over one decade: mu* solve 0.23242, formula 0.23242
ROUTE A: fixed lambda = 0.60
omega/mRy  mu*  McMillan slope  Tc McMillan/mRy  Tc Eliashberg/mRy
  5.0 0.1514   0.6600 0.05992 0.05572
 10.0 0.1691   0.5175 0.09051 0.08243
 20.0 0.1916   0.2624 0.11971 0.10629
 30.0 0.2078   0.0067 0.12691 0.11090
 40.0 0.2210  -0.2649 0.12257 0.10607
 60.0 0.2427  -0.8862 0.09828 0.08499
McMillan optimum: mu* = 0.2081, omega = 30.26 mRy
  omega = 0.412 eV; omega/E_F = 0.0605
  Tc = 0.12691 mRy = 20.04 K
Highest scanned Eliashberg Tc: omega = 30 mRy, Tc = 17.51 K
  maximum lies between 20 and 40 mRy
Eliashberg Tc(30 mRy)/Tc(5 mRy): with mu 1.990, mu=0 6.000
Tc at omega=5 mRy, mu=0: 0.27996 mRy
Cutoff 100 mRy, omega=5 mRy: mu* = 0.2771
  Tc renormalized 0.05578 mRy, unrenormalized 0.02204 mRy
ROUTE B: fixed Omega = 4.0 mRy
omega/mRy  lambda  mu*  Tc McMillan/mRy  Tc Eliashberg/mRy
  0.0 (limit) Eliashberg only: 0.58784
  0.5  64.0000 0.1123 0.13360 0.58280
  1.0  16.0000 0.1217 0.24971 0.56749
  2.0   4.0000 0.1330 0.38319 0.50318
  3.0   1.7778 0.1405 0.35609 0.38526
  4.0   1.0000 0.1464 0.21806 0.21782
  5.0   0.6400 0.1514 0.07785 0.07296
McMillan optimum: omega = 2.3161 mRy, lambda = 2.9826, mu* = 0.1356
  Tc McMillan = 0.39150 mRy = 61.81 K
  Tc Eliashberg there = 0.47225 mRy = 74.56 K
  slope losses: lambda 0.9678, mu* 0.0322
McMillan optimum for mu=0: lambda = 2.0800
McMillan Tc vanishes at omega = 9.268 mRy, lambda = 0.1863
Soft-boson limit with mu: Tc = 92.81 K
Soft-boson limit, mu=0: Tc/Omega = 0.18273
Eliashberg, mu=0: Tc(omega=0,2,4 mRy) = 0.73090, 0.66649, 0.45848 mRy
```
